# Four electromagnetic form factors without parity, and the contact anapole: verification in Python

```python
"""
Result under test: a conserved current of a spin-1/2 particle has exactly four
form factors, F1 (charge), F2 (magnetic), F3 (electric dipole), FA (anapole):
  Gamma^mu = F1 gamma^mu + F2 i sigma^{mu nu} q_nu/2m
             - F3 sigma^{mu nu} gamma5 q_nu/2m
             + FA (qslash q^mu - q^2 gamma^mu) gamma5,
and the anapole acts on conserved external currents only by contact.
Symbols: q = p' - p, m mass, metric (+,-,-,-), hbar = c = 1,
Heaviside-Lorentz units, spinors normalised to ubar u = 2m.
Breit frame: p' = -p = q/2 (three-vectors), E = sqrt(m^2 + |q|^2/4).
"""
import numpy as np

I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
metric = np.diag([1.0, -1.0, -1.0, -1.0])
gamma = np.array([np.block([[I2, Z2], [Z2, -I2]])]
                 + [np.block([[Z2, s], [-s, Z2]]) for s in pauli])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
sigma_munu = np.array([[0.5j * (a @ b - b @ a) for b in gamma] for a in gamma])
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k] = 1
    eps[i, k, j] = -1
NAMES = ["charge", "magnetic", "electric dipole", "anapole"]


def dot4(a, b):
    return a @ metric @ b


def on_shell(p3, mass):
    return np.concatenate([[np.sqrt(mass**2 + p3 @ p3)], p3])


def spinors(p, mass):
    """4x2 array whose columns are the two boosted rest-frame spinors."""
    lower = np.einsum('i,iab->ab', p[1:], pauli) / (p[0] + mass)
    return np.sqrt(p[0] + mass) * np.vstack([I2, lower])


def sandwich(vertex, p_out, p_in, mass):
    ubar = spinors(p_out, mass).conj().T @ gamma[0]
    return np.array([ubar @ v @ spinors(p_in, mass) for v in vertex])


def vertices(q, mass):
    q_low = metric @ q
    qslash = np.einsum('m,mab->ab', q_low, gamma)
    sig_q = np.einsum('mnab,n->mab', sigma_munu, q_low)
    anapole = np.array([(qslash * q[m] - dot4(q, q) * gamma[m]) @ gamma5
                        for m in range(4)])
    return [gamma, 1j * sig_q / (2 * mass), -sig_q @ gamma5 / (2 * mass), anapole]


def breit(q3, mass):
    p_out, p_in = on_shell(q3 / 2, mass), on_shell(-q3 / 2, mass)
    return [sandwich(v, p_out, p_in, mass) for v in vertices(p_out - p_in, mass)]


def cross(vec_of_matrices, q3):
    return np.einsum('ijk,jab,k->iab', eps, vec_of_matrices, q3)


# ---------- model parameters ----------
m = 1.0
q3 = np.array([0.5, 1.0, 1.0])
F_in = np.array([1.0, 0.5, 0.2, 0.3])
qq = q3 @ q3
E = np.sqrt(m**2 + qq / 4)
tau = qq / (4 * m**2)
sq = np.einsum('i,iab->ab', q3, pauli)

# ---------- count of amplitudes allowed by rotations about q ----------
rot_cols, div_cols = [], []
for n in range(16):
    basis = np.zeros(16, dtype=complex)
    basis[n] = 1
    M = basis.reshape(4, 2, 2)
    change = np.array([(sq @ x - x @ sq) / 2 for x in M])
    change[1:] -= 1j * cross(M[1:], q3)
    rot_cols.append(change.ravel())
    div_cols.append(np.einsum('i,iab->ab', q3, M[1:]).ravel())
rot_op, div_op = np.array(rot_cols).T, np.array(div_cols).T
n_cov = 16 - np.linalg.matrix_rank(rot_op, tol=1e-9)
n_cons = 16 - np.linalg.matrix_rank(np.vstack([rot_op, div_op]), tol=1e-9)
assert n_cov == 6 and n_cons == 4

parts = breit(q3, m)
for M in parts:
    assert np.allclose(rot_op @ M.ravel(), 0, atol=1e-11)
    assert np.allclose(div_op @ M.ravel(), 0, atol=1e-11)
rank4 = np.linalg.matrix_rank(np.array([M.ravel() for M in parts]), tol=1e-9)
assert rank4 == 4

# A larger list of covariant structures still spans only six amplitudes.
p_out, p_in = on_shell(q3 / 2, m), on_shell(-q3 / 2, m)
q4, P4 = p_out - p_in, p_out + p_in
one = np.eye(4)
plain = [gamma, np.array([x * one for x in q4]), np.array([x * one for x in P4]),
         np.einsum('mnab,n->mab', sigma_munu, metric @ q4),
         np.einsum('mnab,n->mab', sigma_munu, metric @ P4)]
candidates = plain + [v @ gamma5 for v in plain]
rank_all = np.linalg.matrix_rank(
    np.array([sandwich(v, p_out, p_in, m).ravel() for v in candidates]), tol=1e-9)
assert rank_all == 6

# Conservation in general frames; the bare axial vertex must violate it.
rng = np.random.default_rng(4)
for trial in range(5):
    a, b = on_shell(rng.normal(size=3), m), on_shell(rng.normal(size=3), m)
    for v in vertices(a - b, m):
        div = np.einsum('m,mab->ab', metric @ (a - b), sandwich(v, a, b, m))
        assert np.allclose(div, 0, atol=1e-10)
    bare = np.einsum('m,mab->ab', metric @ (a - b),
                     sandwich(gamma @ gamma5, a, b, m))
    assert np.max(abs(bare)) > 1e-3

# ---------- Breit-frame reduction against explicit spinors ----------
sxq = cross(pauli, q3)
transverse = np.array([pauli[i] - q3[i] * sq / qq for i in range(3)])
zero3 = np.zeros((3, 2, 2))
expected = [(2 * m * I2, 1j * sxq), (-qq / (2 * m) * I2, 1j * sxq),
            (1j * E / m * sq, zero3), (Z2, 2 * E * qq * transverse)]
for M, (time_part, space_part) in zip(parts, expected):
    assert np.allclose(M[0], time_part, atol=1e-11)
    assert np.allclose(M[1:], space_part, atol=1e-11)

# ---------- recover the form factors by traces ----------
total = sum(f * M for f, M in zip(F_in, parts))
GE = np.trace(total[0]) / (4 * m)
GM = np.einsum('iab,iba->', sxq, total[1:]) / (4j * qq)
F2 = (GM - GE) / (1 + tau)
F1 = GM - F2
F3 = np.trace(sq @ total[0]) * m / (2j * qq * E)
FA = np.einsum('iab,iba->', pauli, total[1:]) / (8 * E * qq)
F_out = np.array([F1, F2, F3, FA])
assert np.allclose(F_out, F_in, atol=1e-11)

# ---------- hermiticity and discrete symmetries ----------
reversed_parts = breit(-q3, m)
s2 = pauli[1]
flip = np.array([1, -1, -1, -1])[:, None, None]


def parity_sign(image, original):
    if np.allclose(image, original, atol=1e-10):
        return 1
    assert np.allclose(image, -original, atol=1e-10)
    return -1


signs = []
for M, R in zip(parts, reversed_parts):
    assert np.allclose(M.conj().transpose(0, 2, 1), R, atol=1e-11)
    P_image = flip * R
    T_image = flip * np.array([s2 @ x.T @ s2 for x in M])
    CPT_image = -np.array([s2 @ x.T @ s2 for x in R])
    signs.append([parity_sign(x, M) for x in (P_image, T_image, CPT_image)])
assert signs == [[1, 1, -1], [1, 1, -1], [-1, -1, -1], [-1, 1, 1]]

# ---------- one-photon exchange with a charged external fermion ----------
m_ext, k_cm = 2.0, 0.5
angles = [5.0, 60.0]
scatter = []
for angle in angles:
    th = np.radians(angle)
    k_in = np.array([0, 0, k_cm])
    k_out = k_cm * np.array([np.sin(th), 0, np.cos(th)])
    a, b = on_shell(k_out, m), on_shell(k_in, m)
    q = a - b
    q_sq = dot4(q, q)
    j_ext = sandwich(gamma, on_shell(-k_out, m_ext), on_shell(-k_in, m_ext), m_ext)
    j_low = np.einsum('mn,nab->mab', metric, j_ext)
    v = vertices(q, m)
    exchange = [np.einsum('mab,mcd->abcd', sandwich(x, a, b, m), j_low) / q_sq
                for x in v]
    axial = sandwich(gamma @ gamma5, a, b, m)
    contact = -np.einsum('mab,mcd->abcd', axial, j_low)
    assert np.allclose(exchange[3], contact, atol=1e-10)
    # A current that is not conserved spoils the cancellation.
    bad = np.array([1.0, 0.3, -0.2, 0.7])
    lhs = np.einsum('mab,m->ab', sandwich(v[3], a, b, m), bad) / q_sq
    rhs = -np.einsum('mab,m->ab', axial, bad)
    assert np.max(abs(lhs - rhs)) > 1e-2
    scatter.append((q_sq, np.linalg.norm(F_in[0] * exchange[0]),
                    np.linalg.norm(F_in[3] * exchange[3])))
charge_growth = scatter[0][1] / scatter[1][1]
anapole_growth = scatter[0][2] / scatter[1][2]
assert charge_growth > 50 and 0.5 < anapole_growth < 2

# ---------- closed loop and a source with Gaussian profile of width 1 ----------
# Anapole along z, magnetic dipole along y, loop in the xz plane, unit strengths.
radius = 1.5
centres = [1.5, 8.0]
xr, wr = np.polynomial.legendre.leggauss(80)
xc, wc = np.polynomial.legendre.leggauss(80)
q_max = 7.0
qr, wr = q_max * (xr + 1) / 2, wr * q_max / 2
phi = 2 * np.pi * np.arange(160) / 160
Q = qr[:, None, None]
C = xc[None, :, None]
qx = Q * np.sqrt(1 - C**2) * np.cos(phi)[None, None, :]
qz = Q * C + 0 * qx
weight = (wr[:, None, None] * wc[None, :, None] * Q**2 * np.exp(-Q**2 / 2)
          * (2 * np.pi / 160) / (2 * np.pi)**3)


def loop_points(centre, n):
    t = 2 * np.pi * np.arange(n) / n
    pos = np.array([centre - radius * np.cos(t), 0 * t, radius * np.sin(t)]).T
    step = np.array([np.sin(t), 0 * t, np.cos(t)]).T * radius * 2 * np.pi / n
    return pos, step


def exchange_energies(centre):
    tx = np.zeros(qx.shape, dtype=complex)
    tz = np.zeros(qx.shape, dtype=complex)
    for pos, step in zip(*loop_points(centre, 48)):
        phase = np.exp(-1j * (qx * pos[0] + qz * pos[2]))
        tx += step[0] * phase
        tz += step[2] * phase
    ana = (Q**2 * tz - qz * (qx * tx + qz * tz)) / Q**2
    dip = 1j * (qz * tx - qx * tz) / Q**2
    return -np.sum(weight * ana).real, -np.sum(weight * dip).real


def local_overlap(centre):
    pos, step = loop_points(centre, 400)
    profile = np.exp(-np.sum(pos**2, axis=1) / 2) / (2 * np.pi)**1.5
    return -np.sum(profile * step[:, 2])


near_ana, near_dip = exchange_energies(centres[0])
far_ana, far_dip = exchange_energies(centres[1])
near_local, far_local = local_overlap(centres[0]), local_overlap(centres[1])
pos, step = loop_points(centres[1], 400)
dist = np.linalg.norm(pos, axis=1)
B_far = np.sum(np.cross(step, -pos) / dist[:, None]**3, axis=0) / (4 * np.pi)
assert abs(near_ana - near_local) < 1e-7
assert abs(near_local) > 1e-2
assert abs(far_ana - far_local) < 1e-7
assert abs(far_dip + B_far[1]) < 1e-6 and abs(far_dip) > 1e-4

# ---------- output ----------
print("Amplitudes allowed by rotational covariance:", n_cov)
print("Amplitudes left by current conservation:", n_cons)
print("Rank of the four covariant terms:", rank4)
print("Rank of ten candidate structures before conservation:", rank_all)
print(f"Mass m = {m:.2f} GeV")
print(f"Breit momentum |q| = {np.sqrt(qq):.2f} GeV, q vector = {q3} GeV")
print(f"Breit energy E = {E:.4f} GeV")
print(f"tau = |q|^2/4m^2 = {tau:.4f}")
print("Input F1, F2, F3 (no unit), FA (GeV^-2):", F_in)
print(f"F1 - tau F2 from trace = {GE.real:.5f}")
print(f"F1 + F2 from trace = {GM.real:.5f}")
print("Recovered F1, F2, F3, FA:", np.round(F_out.real, 6))
print(f"Coefficient of 1 in M^0 = {2 * m * GE.real:.5f} GeV")
print(f"Coefficient of i sigma.q in M^0 = {E / m * F3.real:.5f}")
print(f"Coefficient of i sigma x q in M = {GM.real:.5f}")
print(f"Coefficient of sigma_perp in M = {2 * E * qq * FA.real:.5f} GeV")
print("Signs under P, T and the Majorana CPT condition:")
for name, s in zip(NAMES, signs):
    print(f"  {name}: P {s[0]:+d}, T {s[1]:+d}, Majorana {s[2]:+d}")
print(f"Scattering: external mass = {m_ext:.1f} GeV, CM momentum = {k_cm:.1f} GeV")
print("Amplitudes: root of sum over all spins of |M.j/q^2|^2, no e^2, no unit")
for angle, (q_sq, ch, an) in zip(angles, scatter):
    print(f"  angle {angle:.0f} deg: q^2 = {q_sq:.6f} GeV^2")
    print(f"    charge amplitude = {ch:.4f}, anapole amplitude = {an:.5f}")
print(f"Charge amplitude ratio, small to large angle = {charge_growth:.2f}")
print(f"Anapole amplitude ratio, small to large angle = {anapole_growth:.4f}")
print(f"Loop radius = {radius:.1f} b (b = width of Gaussian profile)")
print(f"Loop centre distances = {centres[0]:.1f} b and {centres[1]:.1f} b")
print("Anapole energies in units a I/b^2, dipole energies in units mu I/b")
print(f"  loop through source: anapole, photon exchange = {near_ana:.7f}")
print(f"  loop through source: anapole, local overlap = {near_local:.7f}")
print(f"  far loop: anapole, photon exchange = {far_ana:.1e}")
print(f"  far loop: anapole, local overlap = {far_local:.1e}")
print(f"  far loop: magnetic dipole, photon exchange = {far_dip:.7f}")
print(f"  far loop: magnetic dipole, Biot-Savart = {-B_far[1]:.7f}")
print("done: every assertion held")
```

It prints:

```
Amplitudes allowed by rotational covariance: 6
Amplitudes left by current conservation: 4
Rank of the four covariant terms: 4
Rank of ten candidate structures before conservation: 6
Mass m = 1.00 GeV
Breit momentum |q| = 1.50 GeV, q vector = [0.5 1.  1. ] GeV
Breit energy E = 1.2500 GeV
tau = |q|^2/4m^2 = 0.5625
Input F1, F2, F3 (no unit), FA (GeV^-2): [1.  0.5 0.2 0.3]
F1 - tau F2 from trace = 0.71875
F1 + F2 from trace = 1.50000
Recovered F1, F2, F3, FA: [1.  0.5 0.2 0.3]
Coefficient of 1 in M^0 = 1.43750 GeV
Coefficient of i sigma.q in M^0 = 0.25000
Coefficient of i sigma x q in M = 1.50000
Coefficient of sigma_perp in M = 1.68750 GeV
Signs under P, T and the Majorana CPT condition:
  charge: P +1, T +1, Majorana -1
  magnetic: P +1, T +1, Majorana -1
  electric dipole: P -1, T -1, Majorana -1
  anapole: P -1, T +1, Majorana +1
Scattering: external mass = 2.0 GeV, CM momentum = 0.5 GeV
Amplitudes: root of sum over all spins of |M.j/q^2|^2, no e^2, no unit
  angle 5 deg: q^2 = -0.001903 GeV^2
    charge amplitude = 10738.4696, anapole amplitude = 3.81259
  angle 60 deg: q^2 = -0.250000 GeV^2
    charge amplitude = 77.7501, anapole amplitude = 3.41812
Charge amplitude ratio, small to large angle = 138.12
Anapole amplitude ratio, small to large angle = 1.1154
Loop radius = 1.5 b (b = width of Gaussian profile)
Loop centre distances = 1.5 b and 8.0 b
Anapole energies in units a I/b^2, dipole energies in units mu I/b
  loop through source: anapole, photon exchange = -0.1263949
  loop through source: anapole, local overlap = -0.1263949
  far loop: anapole, photon exchange = -4.5e-11
  far loop: anapole, local overlap = -4.5e-11
  far loop: magnetic dipole, photon exchange = 0.0011437
  far loop: magnetic dipole, Biot-Savart = 0.0011437
done: every assertion held
```
